# Energy transfer to a free surface atom: the Baule fraction

A particle of mass \(m_g\) strikes, head-on and elastically, a free surface atom of mass \(m_s\) that is at rest. If the particle has kinetic energy \(K\) at impact, the atom receives

\[
\Delta = f(m)\,K,\qquad f(m)=\frac{4m}{(1+m)^2},\qquad m=\frac{m_g}{m_s}. \tag{1}
\]

The energy in (1) is the energy at impact. It equals the incident energy \(E\), measured far from the surface, only if no force other than that of the struck atom changes the particle's speed on its way in. Here "at impact" means just before the force between the two partners sets in. A surface that attracts the particle with a static well of depth \(D\) gives \(K=E+D\), so the transferred fraction of the incident energy is \(f(1+D/E)\), which can exceed one.

The algebra is in atomic units and the numbers are in electronvolts and angstroms. The motion is classical. "Elastic" means that no energy goes into electronic excitation; the energy given to the surface atom is kinetic.

### The two conservation laws

Let the positive direction point into the surface. The particle arrives with velocity \(v>0\) and leaves with \(v'\); the atom starts at rest and leaves with \(V'\). The force between them depends on their separation and vanishes when they are far apart, so the initial and final energies are purely kinetic:

\[
m_g v=m_g v'+m_s V', \tag{2}
\]
\[
m_g v^2=m_g v'^2+m_s V'^2. \tag{3}
\]

A common factor \(1/2\) has been cancelled in (3). Divide both equations by \(m_s\) and collect the particle's terms on the left:

\[
m(v-v')=V',\qquad m(v-v')(v+v')=V'^2. \tag{4}
\]

One solution is \(v'=v\), \(V'=0\), in which the particle has passed through the atom. The repulsive core forbids this. For the other solution \(V'\neq0\), and dividing the second equation of (4) by the first gives

\[
v+v'=V',\qquad\text{or}\qquad V'-v'=v. \tag{5}
\]

The two bodies separate as fast as they approached. Insert \(v'=V'-v\) into the first equation of (4):

\[
m(2v-V')=V'\quad\Rightarrow\quad V'=\frac{2m}{1+m}\,v,\qquad v'=V'-v=\frac{m-1}{1+m}\,v. \tag{6}
\]

The transferred fraction follows from the atom's final energy:

\[
\frac{\tfrac12 m_sV'^2}{\tfrac12 m_gv^2}
=\frac1m\,\frac{4m^2}{(1+m)^2}=\frac{4m}{(1+m)^2}. \tag{7}
\]

The particle's loss gives the same value, since \(1-(v'/v)^2=[(1+m)^2-(1-m)^2]/(1+m)^2=4m/(1+m)^2\).

The shape of the force has dropped out. This was tested on Newtonian trajectories at \(K=5\) eV for \(m=0.1\), 0.346, 1, 2.89 and 5, with a purely repulsive exponential interaction and with a Morse interaction that has an attractive part. The largest deviation from \(f\) was \(5\times10^{-11}\). An attraction between the two partners alone therefore leaves (1) unchanged: what it adds to the kinetic energy on approach it takes back on separation.

### How the fraction depends on the masses

From (7),

\[
1-f=\frac{(1-m)^2}{(1+m)^2}\ge 0. \tag{8}
\]

The transfer is complete for equal masses and incomplete otherwise. Replacing \(m\) by \(1/m\) in (1) and multiplying numerator and denominator by \(m^2\) returns \(f(m)\), so a light particle on a heavy atom transfers the same fraction as a heavy particle on a light atom.

The motions differ, however. For \(m\ll1\), \(f\approx4m\): the particle rebounds with nearly its full speed, and the atom takes up momentum \(2m_gv\) but little energy. For \(m\gg1\), \(f\approx4/m\): the particle continues forward, and the atom leaves at nearly \(2v\). By (6) the particle turns back only for \(m<1\). At \(m=1\) it stops, and for \(m>1\) it goes on towards other atoms, so that a single collision no longer describes its encounter with a solid.

### A static well and trapping

Suppose now that the surface as a whole attracts the particle. The potential energy is zero far away and \(-D\) close to the surface, and it is flat where the collision takes place. The particle arrives there with \(K=E+D\). Because the well exerts no force during the hit, (2) and (3) still hold for the collision itself, and

\[
\Delta=f\,(E+D). \tag{9}
\]

Unlike a pair attraction, this well is fixed in space. The particle must repay \(D\) when it leaves, while the struck atom keeps its share. The particle's total energy after the hit, counted from zero far away, is

\[
E_{\rm after}=(1-f)(E+D)-D=E-f(E+D). \tag{10}
\]

For \(m<1\) the particle moves outward after the hit, and it cannot escape if \(E_{\rm after}<0\), that is, if \(E(1-f)<fD\). With (1) and (8) this becomes

\[
E<E_c=\frac{f}{1-f}\,D=\frac{4m}{(1-m)^2}\,D. \tag{11}
\]

The limit vanishes as \(4mD\) for light particles and grows without bound as \(m\to1\), where the particle has no energy left with which to climb out. The criterion concerns one head-on hit on a free atom at rest.

### A surface atom in thermal motion

Let the atom have velocity \(V\) before the hit. Relative velocity still reverses, \(V'-v'=v-V\), because (5) holds in the frame that moves with the atom. Momentum conservation reads \(mv+V=mv'+V'\). Eliminating \(v'=V'-v+V\) gives

\[
V'=\frac{2mv+(1-m)V}{1+m}. \tag{12}
\]

The energy gained by the atom is

\[
\Delta=\frac{m_s}{2}(V'^2-V^2)
=\frac{m_s}{2}\,\frac{4m^2v^2+4m(1-m)vV+[(1-m)^2-(1+m)^2]V^2}{(1+m)^2}.
\]

The square bracket equals \(-4m\). Taking out \(4m/(1+m)^2=f\) and using \(m_s m=m_g\),

\[
\Delta=f\left[K+\frac{1-m}{2}\,m_s vV-\frac{m_s}{2}V^2\right]. \tag{13}
\]

At temperature \(T\) the velocity has a Gaussian distribution with \(\langle V\rangle=\langle V^3\rangle=0\) and \(\langle V^2\rangle=kT/m_s\). Hits occur at a rate proportional to the approach velocity \(v-V\), so each \(V\) carries the additional weight \((v-V)/v\), whose mean is one. Atoms with \(V>v\) are not hit; their share is negligible when \(v\) is much larger than the thermal speed. The weighted averages are

\[
\langle V\rangle_w=-\frac{\langle V^2\rangle}{v}=-\frac{kT}{m_sv},\qquad
\langle V^2\rangle_w=\frac{kT}{m_s}. \tag{14}
\]

Atoms that move towards the particle are hit more often, hence the negative mean. Inserting (14) into (13),

\[
\langle\Delta\rangle_w=f\left[K-\frac{1-m}{2}kT-\frac{kT}{2}\right]
=f\left[K-\left(1-\frac m2\right)kT\right]. \tag{15}
\]

The spread comes, to leading order in the thermal speed, from the term linear in \(V\). Its standard deviation is \(f\frac{1-m}{2}m_sv\sqrt{kT/m_s}\), and with \(v=\sqrt{2K/m_g}\) this is

\[
\sigma_\Delta\approx \frac{f(1-m)}{2}\sqrt{\frac{2K\,kT}{m}}\qquad(m<1). \tag{16}
\]

The shift of the mean is of order \(kT\), but the spread is of order \(\sqrt{K\,kT}\), which is larger for a fast particle unless \(m\) is close to one.

### Off-centre hits

Treat the partners as smooth hard spheres whose centres are a distance \(R\) apart at contact. If the particle's line of flight misses the atom's centre by \(b\), the line of centres makes an angle \(\theta\) with the flight direction, where \(\sin\theta=b/R\). The impulse acts along the line of centres, so (6) applies to the velocity component \(v\cos\theta\), and the perpendicular component is unchanged. Therefore

\[
\Delta=fK\cos^2\theta=fK\left(1-\frac{b^2}{R^2}\right). \tag{17}
\]

Let the hits be spread uniformly over a disc of area \(A=\pi b_m^2\), the area per surface atom, with \(b_m\le R\). The mean of \(b^2\) is \((2/b_m^2)\int_0^{b_m}b^3\,db=b_m^2/2=A/2\pi\), and

\[
\langle\Delta\rangle_b=fK\left(1-\frac{A}{2\pi R^2}\right). \tag{18}
\]

A smaller transfer does not by itself mean easier escape, because part of the remaining energy belongs to motion along the surface. At normal incidence the particle loses the velocity \(\frac{2}{1+m}v\cos\theta\) along the line of centres, of which a fraction \(\cos\theta\) lies along the surface normal. Its final normal velocity is

\[
v'_\perp=v\left(1-\frac{2\cos^2\theta}{1+m}\right). \tag{19}
\]

Outward motion means \(v'_\perp<0\), and its magnitude is then greatest at \(\theta=0\). If the well depends on height alone, an off-centre hit therefore gives less energy for escape than a head-on hit. This holds for a hit on one atom. A neighbour struck at the same time or later can turn the sideways motion outward.

### An atom held by a spring

A real surface atom is bound. Let a spring give it the frequency \(\omega\), and let the repulsion be \(U=Ce^{-g/a}\), where \(g\) is the gap between the partners. For \(m\ll1\) the atom hardly moves during the hit, and the particle obeys \(\frac12m_g\dot g^2+U=K\). With the turning point at \(t=0\), the solution is

\[
U(t)=K\,\mathrm{sech}^2(\alpha t),\qquad \alpha=\frac{v}{2a}. \tag{20}
\]

Indeed, (20) means \(g=a\ln(C/K)+2a\ln\cosh\alpha t\), so \(\dot g=v\tanh\alpha t\), and \(\frac12m_g\dot g^2=K\tanh^2\alpha t=K-U\).

The force on the atom is \(F=U/a\). Its displacement \(y\) obeys \(\ddot y+\omega^2y=F/m_s\). The combination \(\xi=\dot y+i\omega y\) satisfies \(\dot\xi-i\omega\xi=F/m_s\), and for an atom initially at rest \(|\xi|\) ends at \(|J|/m_s\) with \(J=\int F e^{-i\omega t}dt\). The final energy is \(\frac12m_s|\xi|^2=|J|^2/2m_s\).

Since \(F\) is even in time, \(J=(K/a)I\) with \(I=\int\mathrm{sech}^2(\alpha t)\,e^{i\omega t}dt\). The function \(\mathrm{sech}^2(\alpha t)\) has the period \(i\pi/\alpha\), so the integral along the line shifted up by this amount is \(e^{-\pi\omega/\alpha}I\). Between the lines lies a double pole at \(t_0=i\pi/2\alpha\), near which \(\mathrm{sech}^2(\alpha t)=-1/[\alpha^2(t-t_0)^2]\) plus regular terms. The residue of the integrand is \(-i\omega e^{-\pi\omega/2\alpha}/\alpha^2\), and

\[
I\left(1-e^{-\pi\omega/\alpha}\right)=\frac{2\pi\omega}{\alpha^2}e^{-\pi\omega/2\alpha}
\quad\Rightarrow\quad
I=\frac{\pi\omega}{\alpha^2\sinh(\pi\omega/2\alpha)}. \tag{21}
\]

Define \(z=\pi\omega/2\alpha=\pi\omega a/v\). Then \(I=(2/\alpha)\,z/\sinh z=(4a/v)\,z/\sinh z\), and \(J=(4K/v)\,z/\sinh z=2m_gv\,z/\sinh z\). The transferred energy is

\[
\Delta=\frac{J^2}{2m_s}=4mK\left(\frac{z}{\sinh z}\right)^2\qquad(m\ll1). \tag{22}
\]

For \(z\to0\) this is the light-particle limit of (1). For a light particle the atom is effectively free when the collision time, of order \(a/v\), is short compared with \(1/\omega\). For \(m\) between about 0.7 and 1 this is not enough: the particle recedes so slowly that the spring throws the atom back into it, and a second hit changes the transfer. In a slow collision the spring returns most of the energy to the particle. Trajectories at \(m=0.001\) and \(z=0.5\), 1 and 2 agreed with the factor in (22) within 2%. For larger \(m\) the atom moves appreciably during the hit, and the trajectory has to be integrated numerically.

### Copper arriving on tungsten

Consider copper deposited on tungsten(110) by evaporation, with \(E=0.2\) eV, and by sputtering, with \(E=5\) eV. The masses give

\[
m=\frac{63.546}{183.84}=0.3457,\qquad
f=\frac{4(0.3457)}{(1.3457)^2}=0.764.
\]

A free tungsten atom thus takes about three quarters of the energy at impact, and the copper atom rebounds with 0.486 of its impact speed. The remaining parameters are rough typical values: \(D=3\) eV, a substrate at 600 K (\(kT=0.0517\) eV), a vibrational quantum of 0.020 eV, \(a=0.3\) Å, \(R=2.2\) Å and \(A=7\) Å\(^2\). They are the same for both beams.

Without the well the transfers would be \(0.764\times0.2=0.153\) eV and \(0.764\times5=3.82\) eV. With it, (9) and (10) give

\[
\begin{aligned}
E=0.2\ \text{eV}:&\quad \Delta=0.764\times3.2=2.44\ \text{eV},& E_{\rm after}&=-2.24\ \text{eV},\\
E=5\ \text{eV}:&\quad \Delta=0.764\times8=6.11\ \text{eV},& E_{\rm after}&=-1.11\ \text{eV}.
\end{aligned}
\]

In atomic units the transfers are 0.090 and 0.224 hartree. They amount to 12.2 and 1.22 times the incident energy. For the evaporated beam the well supplies nearly all the energy at impact, so the incident energy hardly matters.

The trapping limit (11) is \(E_c=9.7\) eV, or 0.356 hartree. Trajectories with a smooth static well of this depth confirmed it from both sides: at \(0.97E_c\) the copper atom was turned back towards the surface, and at \(1.03E_c\) it escaped. Since \(E_c=3.23\,D\) for these masses, the sputtered atom stays below the limit as long as \(D\) exceeds about 1.5 eV. This holds for a free struck atom. If the atom is bound by the spring, less energy is transferred. The trapping limit for a head-on hit then falls from 9.7 to about 8.1 eV at \(D=3\) eV, and copper arriving with 5 eV is trapped only for \(D\) above about 2.1 eV.

The neglected effects can now be sized.

- **Thermal motion.** For a free atom the mean transfer falls by \(0.764\times0.827\times0.0517=0.033\) eV for both beams. The spread is 0.25 eV for the evaporated beam and 0.39 eV for the sputtered one. For the spring-bound atom the mean falls by 0.046 and 0.039 eV, and the spreads are 0.21 and 0.37 eV.
- **Off-centre hits.** The factor in (18) is \(1-7/(2\pi\times2.2^2)=0.77\). It lowers the mean transfers to 1.88 and 4.70 eV. This is the hard-sphere value; a soft repulsion with a range of 0.3 Å, whose head-on turning distance is \(R\), lowers them by about 6% more.
- **Binding of the struck atom.** Integrated trajectories give 0.81 of the free-atom transfer for the evaporated beam and 0.94 for the sputtered one, hence 1.99 and 5.72 eV. The light-particle factor in (22) would give 0.76 and 0.89, so at this mass ratio it overstates the reduction. With these energies the harmonic spring lets the atom swing by about 0.5 and 0.8 Å, which is large for an atom in a crystal, so the values are estimates.
- **Quantum motion.** The wavelength at impact, 0.020 or 0.013 Å, is far below the repulsion range of 0.3 Å, which supports the classical treatment.

For the evaporated beam the conclusion is firm within this model. Multiplying the off-centre and binding factors, a rough way to combine them, leaves a transfer of 1.53 eV and a total energy of \(-1.33\) eV, more than five thermal spreads below zero.

The sputtered beam has no such margin. The same product gives a transfer of 4.40 eV and a total energy of \(+0.60\) eV. By (19), a hard-sphere hit on one free atom sends the copper outward with at most \(0.486^2\times8=1.9\) eV of normal energy, less than the 3 eV needed. But copper that lands between surface atoms strikes several of them, and it can then rebound with more. Trajectories at normal incidence on a single W(110) layer of independent atoms, with the soft repulsion and the flat well, leave more than 3 eV of normal energy at over half of the impact points, whether the atoms are free or spring-bound, if the head-on turning distance at 8 eV is \(R\). The result is sensitive to this distance. If it is 1.9 Å instead, as for a repulsion that turns the evaporated atom at \(R\), free atoms leave at most just under 3 eV, while spring-bound atoms still leave more than 3 eV at about two thirds of the points. With the flat well and spring-bound atoms the sputtered copper therefore often escapes, even though a head-on hit usually traps it. For the evaporated beam the same calculation leaves at most about 2 eV if the surface atoms start at rest. With spring-bound atoms in thermal motion at 600 K the normal energy averages about 1.7 eV with a spread of about 0.35 eV, and the largest values in random samples of trajectories lie between 2.6 and 2.9 eV. That beam therefore stays trapped in nearly all cases. The frequent escape of the sputtered copper depends on the flat well. If half or all of the 3 eV attraction comes instead from Morse pair forces of the spring-bound atoms, only about 2 to 11% (half) or 7 to 25% (all) of the impact points lead to escape within about a picosecond, depending on the range and bond length chosen for the Morse force. The flat-well result is therefore not a prediction of how much sputtered copper sticks to real tungsten. For a head-on hit on the spring-bound atom the energy left is \(5-5.72=-0.72\) eV, less than two thermal spreads below zero, so a small share of such hits may fail to trap the atom at once.

Both incident energies lie in the usual range for their deposition methods, although sputtered atoms have a broad energy distribution whose fast tail can pass \(E_c\). On a real surface the struck atom is neither free nor always hit centrally; for these parameters the first departure lowers the transfer by 6 to 19%, and the second by 23% if the partners are hard spheres. The flat well is an uncertain assumption. The attraction of a metal surface varies from site to site and changes as the atoms move, so the depth acting at the moment of impact may differ from the final binding energy. For a free struck atom, each electronvolt of error in \(D\) changes the transfer by 0.76 eV and the trapping limit by 3.2 eV. The origin of the well matters too, because attraction by a free struck atom itself does not add to the transfer. If half of \(D\) were of this kind, the sputtered beam would transfer \(0.764\times6.5=4.96\) eV in a head-on hit, and the copper atom would be left at the edge of escape. This estimate is for a free struck atom. If the atom is bound, the effect of the pair attraction no longer cancels and the transfer can be larger. Energy loss to the metal's electrons, which would favour trapping, has not been estimated.

## Computed results

```
Copper mass: 63.546 u
Tungsten mass: 183.84 u
Mass ratio m: 0.3457
Baule fraction f: 0.7636
Rebound velocity / impact velocity: -0.4863
Struck-atom velocity / impact velocity: 0.5137
Largest trajectory error in f, all mass ratios: 5.2e-11
Well depth D: 3.0 eV
Trapping limit E_c: 9.69 eV = 0.3560 hartree
Trajectory transfer, E = 5 eV with well: 6.1084 eV
Substrate temperature: 600 K; kT: 0.0517 eV
Vibrational quantum: 0.020 eV
Vibration period: 0.207 ps
Repulsion range: 0.3 angstrom
Contact distance: 2.2 angstrom
Area per surface atom: 7.0 angstrom^2
Mean off-centre factor: 0.7698
--- evaporated beam, incident energy E: 0.2 eV
Transfer without well, f E: 0.153 eV
Energy at impact E + D: 3.2 eV
Impact speed: 31.2 angstrom/ps
Range / impact speed: 0.0096 ps
Transfer with well: 2.443 eV = 0.0898 hartree
Transfer with well / incident energy: 12.217
Energy left, E - transfer: -2.243 eV
Thermal shift of mean transfer: -0.0327 eV
Thermal spread of transfer: 0.248 eV
Transfer, mean off-centre hit: 1.881 eV
Transfer, spring-bound atom: 1.985 eV
Spring-bound / free transfer: 0.812
Transfer, both factors multiplied (rough): 1.528 eV
Energy left with both factors (rough): -1.328 eV
Quantum wavelength at impact: 0.0201 angstrom
--- sputtered beam, incident energy E: 5.0 eV
Transfer without well, f E: 3.818 eV
Energy at impact E + D: 8.0 eV
Impact speed: 49.3 angstrom/ps
Range / impact speed: 0.0061 ps
Transfer with well: 6.108 eV = 0.2245 hartree
Transfer with well / incident energy: 1.222
Energy left, E - transfer: -1.108 eV
Thermal shift of mean transfer: -0.0327 eV
Thermal spread of transfer: 0.389 eV
Transfer, mean off-centre hit: 4.702 eV
Transfer, spring-bound atom: 5.721 eV
Spring-bound / free transfer: 0.937
Transfer, both factors multiplied (rough): 4.404 eV
Energy left with both factors (rough): 0.596 eV
Quantum wavelength at impact: 0.0127 angstrom
```
